\section*{Interdiffusion of equally charged ions in glass at zero current}

Let two kinds of mobile ion, $A$ and $B$, carry the same charge $q$ and share a fixed density $n$ of sites in a rigid glass. The compensating negative charge, of density $-qn$, is bound to the glass network and does not move. The site fractions are $x_A$ and $x_B$, the depth into the glass is $z$, and fluxes $J_A$, $J_B$ count ions per area and time in the direction of increasing $z$, relative to the network. A prime denotes $\partial/\partial z$. The electric field is $E=-\phi'$, and
\begin{equation}
F=\frac{qE}{kT}
\end{equation}
is the force on an ion divided by $kT$, an inverse length. Each ion has a diffusivity $D_A$ or $D_B$ defined by its mobility: a force $f$ gives it the mean velocity $D_i f/kT$. If successive jumps are correlated, this quantity differs from the diffusivity measured with a tracer. The two diffusivities may depend on composition; they then stand for their local values.

Suppose first that the ions mix ideally and that a force on one kind does not directly drag the other. The electrochemical potential is then $kT\ln x_i+q\phi$ plus a constant, and the mean force is minus its gradient. Multiplying the velocity by the density $nx_i$ gives
\begin{equation}
J_i=-nx_iD_i\left(\frac{x_i'}{x_i}-F\right)=-nD_i\left(x_i'-x_iF\right).
\label{flux}
\end{equation}
The first term is diffusion and the second is drift. The field is not a free parameter. It follows from Poisson's equation, with permittivity $\varepsilon$,
\begin{equation}
\varepsilon E'=qn(x_A+x_B-1),
\label{poisson}
\end{equation}
and from the absence of an external current. Conservation of charge makes the sum of conduction and displacement current uniform in $z$. On open circuit this sum is zero:
\begin{equation}
q(J_A+J_B)+\varepsilon\frac{\partial E}{\partial t}=0 .
\label{total}
\end{equation}

The drift part of $J_A+J_B$ is $nSF$, where
\begin{equation}
S=x_AD_A+x_BD_B
\end{equation}
is proportional to the ionic conductivity. On its own, this part makes the field decay as $\partial E/\partial t=-(S/\lambda^2)E$, with the Debye length $\lambda$ given by $\lambda^2=\varepsilon kT/(q^2n)$. After a few times $\lambda^2/S$ the field therefore follows the composition. If the profile has width $w$, diffusion sets up a field of order $kT/(qw)$. By (\ref{poisson}) the excess of $x_A+x_B$ over one is then of order
\begin{equation}
\frac{\varepsilon}{qn}\,\frac{kT}{qw^2}=\frac{\lambda^2}{w^2}.
\end{equation}
The profile changes over a time of order $w^2/D$, so the displacement current is smaller than $qnD/w$ by the same factor. For $\lambda\ll w$ and diffusivities that are not too disparate, the leading order is thus
\begin{equation}
x_A+x_B=1,\qquad J_A+J_B=0 .
\label{neutral}
\end{equation}
Neutrality does not mean that the field vanishes. It means that a very small charge suffices to produce the field that is needed.

That field follows from adding the two fluxes (\ref{flux}) and using $x_B'=-x_A'$:
\begin{equation}
0=-D_Ax_A'+D_Bx_A'+SF
\quad\Longrightarrow\quad
F=\frac{(D_A-D_B)\,x_A'}{S}.
\label{field}
\end{equation}
If $A$ enters from the surface, $x_A'<0$. When $A$ is the slower ion, $F$ is positive: the field points inward, helps $A$ in and holds back the fast $B$ ions on their way out. Substitution in the flux of $A$ gives
\begin{align}
J_A&=-nD_Ax_A'\left[1-\frac{x_A(D_A-D_B)}{S}\right]\nonumber\\
&=-nD_Ax_A'\,\frac{x_AD_A+x_BD_B-x_AD_A+x_AD_B}{S}\nonumber\\
&=-nD_Ax_A'\,\frac{D_B(x_A+x_B)}{S}.
\end{align}
Since $x_A+x_B=1$, both ions share one interdiffusivity,
\begin{equation}
J_A=-J_B=-nDx_A',\qquad
D=\frac{D_AD_B}{x_AD_A+x_BD_B}.
\label{D}
\end{equation}
The charge $q$ has cancelled, though it still sets the size of $E$.

Two rewritings show how the ions are weighted. Dividing $S$ by $D_AD_B$ gives
\begin{equation}
\frac1D=\frac{x_B}{D_A}+\frac{x_A}{D_B}.
\label{harmonic}
\end{equation}
With the shares of the conductivity $t_A=x_AD_A/S$ and $t_B=x_BD_B/S$ one also has
\begin{equation}
t_BD_A+t_AD_B=\frac{x_BD_BD_A+x_AD_AD_B}{S}=D .
\end{equation}
Each diffusivity is weighted by the conductivity share of the other ion.

For the dilute limit, write $S/D_B=1-x_A(1-D_A/D_B)$. Then
\begin{equation}
D=\frac{D_A}{1-x_A(1-D_A/D_B)}
\simeq D_A\left[1+x_A\left(1-\frac{D_A}{D_B}\right)\right],
\label{dilute}
\end{equation}
where the expansion requires $x_A|1-D_A/D_B|\ll1$. As $x_A\to0$ at fixed diffusivities, $D\to D_A$: the minority ion sets the rate. The reason lies in the orders of smallness. The field (\ref{field}) is of first order in the small fraction, so its pull on the few $A$ ions, $x_AF$, is of second order. On the majority ions it acts at first order. Their diffusion contributes $nD_Bx_A'$ and their drift $n(D_A-D_B)x_A'$, which add up to $nD_Ax_A'$, the counterflow required. By symmetry $D\to D_B$ as $x_B\to0$.

How dilute is dilute depends on which ion is faster. A slow minority needs $x_A\ll1$. A fast minority needs the stricter $x_AD_A\ll D_B$, so that it carries little of the current-carrying capacity. A small conductivity share is not sufficient by itself: at $x_A=1/2$ and $D_A=D_B/100$, ion $A$ has about one per cent of the conductivity, yet $D=1.98\,D_A$.

The step to (\ref{neutral}) can be tested by integrating (\ref{flux})--(\ref{total}) in time without assuming neutrality or zero conduction current. Take a cell of unit length with blocking walls, $D_A=0.1$, $D_B=1$, and the neutral starting profile $x_A=0.5-0.45\tanh[(z-0.5)/0.15]$. At time 0.02 the flux differs from (\ref{D}) by at most $3.0\times10^{-3}$ of the largest flux for $\lambda=0.008$, and by $7.6\times10^{-4}$ for $\lambda=0.004$. Halving the Debye length divides the error by four, as the factor $\lambda^2/w^2$ requires. The field (\ref{field}) is reproduced to $1.2\times10^{-3}$ of its maximum in the second case. The weighting by site fractions, $x_BD_A+x_AD_B$, misses by 1.95 times the largest flux. In the same equations, a Gaussian pulse of $A$ with peak fraction $10^{-4}$ spreads with diffusivity 0.10000 when its own value is 0.1 and the host's is 1. With the two values exchanged it spreads with 0.99985. Both pulses start with standard deviation 0.05 and use $\lambda=0.01$; the times are 0.02 and 0.002. The second run lasts only two relaxation times $\lambda^2/S$, so its small departure from one depends on $\lambda$. The pulses show that the minority ion and not the host sets the rate; they do not test the size of the field correction.

Equal charges matter for the form of (\ref{D}), but not for the dilute limit. Let the charges be $z_Ae$ and $z_Be$, the number densities $c_A$ and $c_B$, and $f=eE/kT$. Neutrality now reads $z_Ac_A'=-z_Bc_B'$, and zero current reads $z_AJ_A+z_BJ_B=0$. With $J_i=-D_i(c_i'-z_ic_if)$ and $\Sigma=z_A^2c_AD_A+z_B^2c_BD_B$, this gives $f=(D_A-D_B)z_Ac_A'/\Sigma$ and
\begin{equation}
J_A=-D_Ac_A'\left[1-\frac{z_A^2c_A(D_A-D_B)}{\Sigma}\right]
=-\frac{D_AD_B(z_A^2c_A+z_B^2c_B)}{\Sigma}\,c_A' .
\end{equation}
For $z_A=z_B$ the squares cancel and (\ref{D}) returns. For $c_A\to0$ the coefficient is again $D_A$.

Consider now potassium from a molten nitrate bath replacing sodium in a glass of soda-lime type, the exchange used to strengthen glass chemically. Let $A$ be K$^+$ and $B$ be Na$^+$. Rough typical parameters are $T=673$ K, $D_{\rm K}=10^{-11}$ cm$^2$/s, $D_{\rm Na}=10^{-9}$ cm$^2$/s and $n=7\times10^{21}$ cm$^{-3}$. The treatment lasts 8 h, and the bath is taken to hold the surface fraction of potassium at $x_s=0.9$. Both diffusivities are constants here. At the surface
\begin{equation}
D=\frac{10^{-11}\times10^{-9}}{0.9\times10^{-11}+0.1\times10^{-9}}\ \frac{\rm cm^2}{\rm s}
=9.2\times10^{-11}\ \frac{\rm cm^2}{\rm s},
\end{equation}
while deep in the glass $D=D_{\rm K}$. At $x_{\rm K}=0.1$ it is still only 11 per cent above $D_{\rm K}$, and it reaches $2D_{\rm K}$ at $x_{\rm K}=0.505$. The other end behaves differently. With these constant diffusivities, one per cent of sodium among potassium carries about half of the conductivity, and $D$ has already fallen to half of $D_{\rm Na}$. This illustrates a fast minority ion; it does not describe a real potassium glass, in which dilute sodium is much less mobile than in a sodium glass.

At $x_{\rm K}=1/2$ the coupling is plain in the separate terms. In units of $nD_{\rm K}|x_{\rm K}'|$, potassium moves inward by 1.00 through diffusion and 0.98 through drift. Sodium diffuses outward by 100.00 and is driven back by 98.02. The net flux of each is 1.98, in opposite directions.

The profile follows from $\partial x_{\rm K}/\partial t=(Dx_{\rm K}')'$. Since the surface fraction is constant and the glass is thick, $x_{\rm K}$ depends on $\eta=z/\sqrt t$ alone. Then $\partial x_{\rm K}/\partial t=-(\eta/2t)\,dx_{\rm K}/d\eta$ and $\partial/\partial z=t^{-1/2}d/d\eta$, so that
\begin{equation}
-\frac{\eta}{2}\frac{dx_{\rm K}}{d\eta}
=\frac{d}{d\eta}\left(D\frac{dx_{\rm K}}{d\eta}\right).
\label{sim}
\end{equation}
Integrate from the surface to great depth, the left side by parts. The uptake per area, $M=n\sqrt t\int_0^\infty x_{\rm K}\,d\eta$, becomes
\begin{equation}
M=-2n\sqrt t\left(D\frac{dx_{\rm K}}{d\eta}\right)_{\eta=0}=2tJ_{\rm K}(0).
\label{uptake}
\end{equation}
Depths and uptake grow as $\sqrt t$. The numerical solution gives $M=6.8\times10^{18}$ cm$^{-2}$. The potassium fraction falls to half its surface value at 10.7 $\mu$m and to a tenth at 17.6 $\mu$m. A direct integration in time from a sharp start gives 0.9997 of this uptake.

With a constant diffusivity the profile would be $x_s\,{\rm erfc}(z/2\sqrt{Dt})$ and the uptake $2nx_s\sqrt{Dt/\pi}$. The constant value that yields the same uptake is
\begin{equation}
D_{\rm eq}=\frac{\pi}{t}\left(\frac{M}{2nx_s}\right)^2=3.1\times10^{-11}\ {\rm cm^2/s}.
\end{equation}
No constant value gives the right shape, however. The ratio of the tenth depth to the half depth is 1.65 here and 2.44 for any constant $D$. By (\ref{sim}) the derivative of the flux vanishes at $\eta=0$, so close to the surface the flux hardly changes with depth. The slope is then inversely proportional to $D$, which falls towards the interior, so the profile first steepens inward before it levels off at greater depth. In the reverse exchange, sodium enters a potassium glass, with its surface fraction again held at 0.9 and the same temperature and diffusivities. Now $D$ rises towards the interior and the ratio is 4.36: a thin rich layer with a long dilute tail. Its equivalent diffusivity is $2.4\times10^{-11}$ cm$^2$/s. Only the dilute tail of the fast minority ion reaches far ahead; the rich part of the profile stays shallower and the total uptake is smaller than in the forward exchange. These features rest on sodium remaining the fast ion at every composition. If the two diffusivities cross as the composition changes, as they tend to in real mixed-alkali glasses, both the shape and the order of the uptakes can be reversed.

The field can be integrated in closed form when $D_A$ and $D_B$ are constant. Then $S'=(D_A-D_B)x_A'$, hence $F=S'/S$ and
\begin{equation}
\phi_{\rm surface}-\phi_{\rm deep}=\int_0^\infty E\,dz
=\frac{kT}{q}\ln\frac{S_{\rm deep}}{S_{\rm surface}} .
\end{equation}
For the example $kT/e=58.0$ mV and
\begin{equation}
\phi_{\rm surface}-\phi_{\rm deep}
=58.0\ {\rm mV}\times\ln\frac{10^{-9}}{1.09\times10^{-10}}
\simeq 129\ {\rm mV}.
\end{equation}
This is the drop inside the glass and does not include the contact potential between glass and bath. The local field is largest at the surface, 96 V/cm after 8 h. Its place follows from (\ref{field}) and (\ref{D}), which combine to
\begin{equation}
F=\left(\frac1{D_A}-\frac1{D_B}\right)\frac{J_A}{n}.
\end{equation}
The field is proportional to the flux, and by (\ref{sim}) the inward flux decreases with depth wherever $x_{\rm K}$ does.

The electrical approximations are very good at this scale. With a relative permittivity of 8, $\lambda$ is 0.06 nm. That is less than the mean site spacing $n^{-1/3}=0.52$ nm, so $\lambda$ does not describe a resolved layer of charge; it serves to show how small the mean charge is. The largest space charge is $5\times10^{-11}$ of the site charge $qn$. The energy gained from the field over half a site spacing is $4\times10^{-5}\,kT$, so drift linear in the field is justified too.

Non-ideal mixing is a larger matter. Let $m_i$ be the chemical potential without its electrical part, divided by $kT$. Then $J_i=-nx_iD_i(m_i'-F)$, and zero current requires $F=(x_AD_Am_A'+x_BD_Bm_B')/S$. Therefore
\begin{align}
J_A&=-\frac{nx_AD_A}{S}\left[(S-x_AD_A)m_A'-x_BD_Bm_B'\right]\nonumber\\
&=-n\frac{D_AD_B}{S}\,x_Ax_B(m_A'-m_B').
\end{align}
The ideal $D$ is multiplied by
\begin{equation}
\Gamma=x_Ax_B\frac{d(m_A-m_B)}{dx_A}.
\end{equation}
Ideal mixing has $m_A-m_B=\ln(x_A/x_B)$ plus a constant, whose derivative is $1/(x_Ax_B)$, so $\Gamma=1$. A mixing energy $Wx_Ax_B$ per site adds $W(x_B-x_A)/kT$ to $m_A-m_B$, and
\begin{equation}
\Gamma=1-\frac{2Wx_Ax_B}{kT}.
\end{equation}
In this model $\Gamma\to1$ at both ends, so the dilute limits survive. For trial values $W=+0.05$ and $-0.05$ eV the uptake changes by factors of 0.84 and 1.14.

Elastic energy acts in the same way. Potassium is the larger ion, and a thin exchanged layer on a thick plate cannot expand sideways. If full exchange would give a linear strain $\beta$, and $Y$ is the biaxial modulus, the energy density is $Y\beta^2x_A^2$. Per site it adds $2Y\beta^2x_A/(nkT)$ to $m_A-m_B$, and so $2Y\beta^2x_Ax_B/(nkT)$ to $\Gamma$. With $Y=90$ GPa and $\beta=0.01$, $D$ rises by 7 per cent at equal fractions, and the elastic surface stress is $Y\beta x_s=0.81$ GPa, compressive.

Direct drag between the ions changes the kinetic factor instead. Write $J_i=-n\sum_jL_{ij}(m_j'-F)$ with $L_{AA}=x_AD_A$, $L_{BB}=x_BD_B$ and $L_{AB}=L_{BA}$. Zero current fixes the ratio of $m_A'-F$ to $m_B'-F$ as $-(L_{BB}+L_{AB})/(L_{AA}+L_{AB})$, while their difference is $m_A'-m_B'$. Solving for both and inserting them gives
\begin{equation}
J_A=-n\,\frac{L_{AA}L_{BB}-L_{AB}^2}{L_{AA}+L_{BB}+2L_{AB}}\,(m_A'-m_B').
\end{equation}
For $L_{AB}=0.3\sqrt{L_{AA}L_{BB}}$ the example's $D$ at equal fractions is multiplied by 0.86. With this trial coupling the dilute limit changes as well: for $x_A\to0$ both $L_{AA}$ and $L_{AB}$ are small against $L_{BB}$, and $D\to(1-0.3^2)D_A=0.91\,D_A$.

In real mixed-alkali glasses constant $D_{\rm K}$ and $D_{\rm Na}$ are a poor assumption: the mobility of each ion generally falls as the other kind replaces it. With ideal mixing and no direct drag, equation (\ref{D}) still holds locally, but the profile changes. If both diffusivities are multiplied by $10^{-4x_{\rm K}x_{\rm Na}}$, which is one tenth at equal fractions, the uptake falls to 0.48 of its value above. This is the largest of the estimated corrections, but neither its size nor its sign carries over to a real glass: if $D_{\rm K}$ is the value for dilute potassium, it rises as potassium enters while $D_{\rm Na}$ falls, and the uptake can then lie above or below the constant-diffusivity value. The trial factor is only a simple one: it returns to one at both ends, whereas in a real glass a foreign ion is slowed even when it is dilute. The $D_{\rm K}$ that governs the deep part of the profile is therefore the value for potassium in the sodium glass, not in a potassium glass. A depth of some ten micrometres after hours in the bath is a reasonable magnitude for soda-lime glass, but the inputs are known here only roughly and the second digit of the depth has no predictive value. Temperature matters as well: with an assumed activation energy of 1.2 eV, an extra 10 K raises $D_{\rm K}$ by 35 per cent. The same activation energy, extrapolated to 300 K, gives $\sqrt{D_{\rm K}t}=1.5$ nm after ten years. By (\ref{D}) the interdiffusivity is at most $D_{\rm K}/(1-x_s)=10D_{\rm K}$, which makes this length at most about three times larger, so within this estimate the profile is frozen in use. The numerical output below lists the values at further compositions.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (scaled units, DA=0.1, DB=1)
Debye length / cell length: 0.008 and 0.004
flux error, full dynamics: 3.03e-03, 7.56e-04
field error, full dynamics: 4.97e-03, 1.24e-03
flux error of weighting xB*DA+xA*DB: 1.95
pulse D, slow minority (own D 0.1): 0.10000
pulse D, fast minority (own D 1.0): 0.99985
EXAMPLE INPUTS (rough)
T = 673 K, time = 8 h, surface K fraction = 0.9
D_K = 1e-11 cm2/s, D_Na = 1e-09 cm2/s, sites = 7e+21 /cm3
kT/e = 57.99 mV, sqrt(D_K t) = 5.367 um
INTERDIFFUSIVITY
K fraction 0.001: D = 1.001e-11 cm2/s
K fraction 0.01: D = 1.010e-11 cm2/s
K fraction 0.1: D = 1.110e-11 cm2/s
K fraction 0.5: D = 1.980e-11 cm2/s
K fraction 0.9: D = 9.174e-11 cm2/s
K fraction 0.99: D = 5.025e-10 cm2/s
K fraction 0.999: D = 9.099e-10 cm2/s
K fraction where D = 2 D_K: 0.5051
Na fraction where D = D_Na/2: 0.0101
x=0.5, K flux/D_K: diffusion 1.000, drift 0.980
x=0.5, Na flux/D_K: diffusion 100.000, drift -98.020
PROFILE
depth at half surface fraction: 10.68 um
depth at a tenth of surface fraction: 17.61 um
K uptake: 6.762e+18 /cm2
uptake, direct integration / similarity: 0.9997
constant D of equal uptake: 3.141e-11 cm2/s
reverse exchange, constant D of equal uptake: 2.385e-11 cm2/s
tenth/half depth: K in 1.648, constant D 2.439, Na in 4.362
largest inward field: 96.3 V/cm at 0.00 um
surface minus deep potential: 128.54 mV (quadrature), 128.54 mV (formula)
NEGLECTED EFFECTS (rough trial parameters)
Debye length, permittivity 8: 0.0605 nm
largest space charge / site charge: 5.0e-11
site spacing 0.523 nm; field energy per half hop / kT: 4.3e-05
uptake factor, mobilities 10x lower at x=0.5: 0.476
uptake factor, W = +0.05 eV: 0.837; W = -0.05 eV: 1.139
elastic input: biaxial modulus 90 GPa, strain 0.01
surface stress 0.81 GPa; elastic factor on D, x=0.5: 1.069
factor on D at x=0.5, flux coupling 0.3: 0.859
factor on D_K for +10 K, activation 1.2 eV: 1.354
sqrt(D_K t) for 10 years at 300 K: 1.46 nm
\end{verbatim}
